\section*{Comparing exponential, Cayley and Löwdin parameterizations of orbital rotations}

\section*{Question}

I am writing a second-order SCF optimizer. The orbitals are the columns of $C$, with $C^\dagger SC=1$, and I update them as $C\to CU$, where $U$ is built from an antihermitian matrix $K$. I have three recipes for $U$:
\begin{itemize}
\item the exponential $e^{K}$;
\item the Cayley form $(1-K/2)^{-1}(1+K/2)$;
\item the linear change $C(1+K)$, followed by L\"owdin (symmetric) orthonormalization.
\end{itemize}
I use one gradient and one Hessian for all three. Yet the same $K$ gives slightly different energies, depending on the recipe. At what order in $K$ do the recipes part, and by how much? Is it legitimate to share the Hessian even when the orbitals are not converged? I can expand the exponential, but I get lost with the inverse square root, and I don't see how a difference between matrices becomes a difference between energies.

\section*{Answer}

Expand each matrix first, then put the result into the energy. Every recipe is a function of the single matrix $K$, so all factors commute and can be handled like ordinary power series.

\subsection*{The three matrices are unitary}

Since $K^\dagger=-K$, the eigenvalues of $K$ are $i\theta$ with real $\theta$, and $K$ has an orthonormal eigenbasis. For the exponential, $U_E^\dagger=e^{-K}=U_E^{-1}$. For the Cayley form, $1-K/2$ has eigenvalues $1-i\theta/2\neq0$, so the inverse exists, and
\begin{equation}
U_C^\dagger U_C=(1-\tfrac K2)(1+\tfrac K2)^{-1}(1-\tfrac K2)^{-1}(1+\tfrac K2)=1 .
\end{equation}
For the third recipe, the changed orbitals $C'=C(1+K)$ have the overlap
\begin{equation}
M=C'^\dagger SC'=(1+K)^\dagger(1+K)=(1-K)(1+K)=1-K^2 .
\end{equation}
Its eigenvalues are $1+\theta^2\ge1$, so the inverse square root is well defined. L\"owdin orthonormalization multiplies $C'$ by $M^{-1/2}$ from the right, which gives
\begin{equation}
U_L=(1+K)(1-K^2)^{-1/2}.
\end{equation}

\subsection*{Taylor expansion}

The exponential series is
\begin{equation}
U_E=1+K+\tfrac12K^2+\tfrac16K^3+\tfrac1{24}K^4+\dots
\end{equation}
For Cayley, use the geometric series $(1-K/2)^{-1}=\sum_n K^n/2^n$. Multiplication by $1+K/2$ gives, for $n\ge1$, one contribution $2^{-n}$ from the 1 and another $\tfrac12\,2^{-(n-1)}=2^{-n}$ from $K/2$. The coefficient of $K^n$ is therefore $2^{1-n}$:
\begin{equation}
U_C=1+K+\tfrac12K^2+\tfrac14K^3+\tfrac18K^4+\dots
\end{equation}
For L\"owdin, put $x=K^2$ in the binomial series $(1-x)^{-1/2}=1+\tfrac12x+\tfrac38x^2+\dots$:
\begin{align}
U_L&=(1+K)\left(1+\tfrac12K^2+\tfrac38K^4+\dots\right)\nonumber\\
&=1+K+\tfrac12K^2+\tfrac12K^3+\tfrac38K^4+\dots
\end{align}
The three agree through second order. Subtracting the cubic coefficients $\tfrac16,\tfrac14,\tfrac12$ gives
\begin{align}
U_C-U_E&=\tfrac1{12}K^3+O(K^4),\\
U_L-U_E&=\tfrac13K^3+O(K^4),\\
U_L-U_C&=\tfrac14K^3+O(K^4).
\end{align}

The second-order agreement follows from unitarity. Take any $U=1+K+aK^2+bK^3+\dots$ with real coefficients. Then $U^\dagger=1-K+aK^2-bK^3+\dots$, and
\begin{equation}
U^\dagger U=1+(2a-1)K^2+(b-b+a-a)K^3+O(K^4).
\end{equation}
Unitarity for general $K$ requires $a=\tfrac12$, while $b$ stays free. Third order is the first place where such recipes can differ.

The argument needs $U$ to be a power series in $K$ alone. Gram--Schmidt orthonormalization of $C(1+K)$ is not of this kind, because it depends on the order of the columns. It gives $(1+K)R^{-1}$ with $R$ upper triangular and $R^\dagger R=1-K^2$. Write $R=1+T$. To second order $T+T^\dagger=-K^2$, so $T$ is minus the strict upper triangle of $K^2$ minus half its diagonal. Since $R^{-1}=1-T$ to this order, while L\"owdin has $1+K^2/2$ in its place,
\begin{equation}
U_{GS}-U_L=-T-\tfrac12K^2=\tfrac12\left[\mathrm{upper}(K^2)-\mathrm{lower}(K^2)\right]
\end{equation}
to second order, with strict triangles on the right.

\subsection*{The same result as rotation angles}

On an eigenvector of $K$ with eigenvalue $i\theta$, the matrices become phases:
\begin{align}
U_E&\to e^{i\theta},\\
U_C&\to\frac{1+i\theta/2}{1-i\theta/2}=e^{2i\arctan(\theta/2)},\\
U_L&\to\frac{1+i\theta}{\sqrt{1+\theta^2}}=e^{i\arctan\theta}.
\end{align}
With $\arctan x=x-x^3/3+\dots$, the Cayley angle is $\theta-\theta^3/12+\dots$ and the L\"owdin angle is $\theta-\theta^3/3+\dots$. Both recipes turn the orbitals in the same planes as the exponential, but by less. Because $(i\theta)^3=-i\theta^3$, the reduced angle corresponds to a plus sign in front of $K^3$:
\begin{equation}
U_p=e^{\kappa_p},\qquad \kappa_p=K+c_pK^3+O(K^5),\qquad c_C=\tfrac1{12},\quad c_L=\tfrac13 .
\label{kappa}
\end{equation}
Only odd powers appear, since the arctangent is odd.

The angles also give a bound for $K$ of any size. For $\theta\ge0$,
\begin{equation}
\frac{d}{d\theta}\left(\theta-2\arctan\tfrac\theta2\right)=\frac{\theta^2/4}{1+\theta^2/4}\le\frac{\theta^2}4,
\qquad
\frac{d}{d\theta}\left(\theta-\arctan\theta\right)=\frac{\theta^2}{1+\theta^2}\le\theta^2 .
\end{equation}
Integration from zero bounds the angle differences by $\theta^3/12$ and $\theta^3/3$; negative $\theta$ follows by oddness. Since $|e^{i\alpha}-e^{i\beta}|\le|\alpha-\beta|$, the spectral norm (here the largest eigenvalue modulus) obeys
\begin{equation}
\|U_C-U_E\|\le\tfrac1{12}\|K\|^3,\qquad \|U_L-U_E\|\le\tfrac13\|K\|^3 .
\end{equation}

For large $K$ the recipes are no longer interchangeable. With finite $K$, Cayley reaches angles below $\pi$ in magnitude and L\"owdin angles below $\pi/2$, so a single L\"owdin step cannot swap an occupied with a virtual orbital. The Taylor series about $K=0$ converge for $\|K\|<2$ (Cayley) and $\|K\|<1$ (L\"owdin), although the matrices themselves exist beyond these radii.

\subsection*{What $K^3$ does to the occupied space}

From here on I take real orbitals and a closed-shell Hartree--Fock energy. Rotations within the occupied or within the virtual space leave this energy unchanged, so $K$ needs only an occupied--virtual part. With occupied orbitals $i$ first and virtual orbitals $a$ second,
\begin{equation}
K=\begin{pmatrix}0&-X^T\\X&0\end{pmatrix},\qquad
K^2=\begin{pmatrix}-X^TX&0\\0&-XX^T\end{pmatrix}.
\end{equation}
Multiplying once more, the virtual--occupied block of $K^3$ is
\begin{equation}
X_3=X(-X^TX)=-XX^TX ,
\end{equation}
and its diagonal blocks vanish. By (\ref{kappa}), recipe $p$ with parameters $X$ is therefore the exponential with parameters $X+c_pX_3+O(X^5)$. The cubic difference is a genuine change of the occupied space and not a redundant rotation.

The overlap $M=1-K^2$ is block diagonal here, and so is $M^{-1/2}$. Orthonormalizing only the changed occupied orbitals, whose overlap is $1+X^TX$, hence gives the occupied columns of $CU_L$. Gram--Schmidt on $C(1+K)$ spans the same occupied space, so for this $K$ its second-order deviation does not affect the energy.

\subsection*{Gradient and Hessian}

Let $D=2C_oC_o^T$ be the density matrix, with $C_o$ the occupied orbitals, $G[D]$ the two-electron part of the Fock matrix and $F=h+G[D]$. The energy is quadratic in $D$, so a change $\delta$ gives
\begin{equation}
E(D+\delta)=E(D)+\mathrm{tr}(F\delta)+\tfrac12\mathrm{tr}(\delta\,G[\delta]).
\end{equation}
In the basis of the current orbitals $D=2P$, where $P$ projects on the occupied ones. Insert $U=1+K+K^2/2$ and $U^T=1-K+K^2/2$ in $2UPU^T$ and collect orders:
\begin{align}
D_1&=2(KP-PK)=2\begin{pmatrix}0&X^T\\X&0\end{pmatrix},\\
D_2&=2\left(\tfrac12K^2P+\tfrac12PK^2-KPK\right)=2\begin{pmatrix}-X^TX&0\\0&XX^T\end{pmatrix}.
\end{align}
The first-order energy is $\mathrm{tr}(FD_1)$. Both off-diagonal blocks contribute equally, which gives
\begin{equation}
g(X)=4\sum_{ai}F_{ai}X_{ai}.
\end{equation}
The second-order energy is $\mathrm{tr}(FD_2)+\tfrac12\mathrm{tr}(D_1G[D_1])$. Its first part is $2\,\mathrm{tr}(X^TF_{vv}X)-2\,\mathrm{tr}(XF_{oo}X^T)$ and its second part is $2\sum_{ai}X_{ai}G[D_1]_{ai}$. Setting the sum equal to $\tfrac12H(X,X)$ and writing the symmetric bilinear form that belongs to it,
\begin{equation}
H(X,Y)=4\sum_{ai}Y_{ai}\left[F_{vv}X-XF_{oo}+G[D_1(X)]_{vo}\right]_{ai}.
\end{equation}

Nothing here assumed $F_{ai}=0$, and only $U$ through second order was used. You may therefore share the gradient and the Hessian at $X=0$ among the three recipes, converged or not. If the parameters of two recipes differed by a quadratic term $Q(X)$, their energies would already differ at second order by $g(Q)$, and the Hessians would not agree unless $g(Q(X))=0$ for every $X$, as it is at convergence.

\subsection*{From matrix difference to energy difference}

Let $E_E(X)$ be the energy reached with the exponential. Recipe $p$ reaches $E_p(X)=E_E(X+c_pX_3+O(X^5))$. Now expand:
\begin{itemize}
\item the linear term changes by $c_p\,g(X_3)$, up to $O(X^5)$;
\item the quadratic term changes by $\tfrac12\cdot2\,c_pH(X,X_3)$, up to $O(X^6)$;
\item the cubic term contains two factors $X$ and one $X_3$, so it changes at $O(X^5)$.
\end{itemize}
Hence
\begin{equation}
E_p-E_E=c_p\,g(X_3)+c_p\,H(X,X_3)+O(X^5).
\label{dE}
\end{equation}
Away from a stationary point the energies part at third order, except along directions with $g(X_3)=0$. Along a line $tX$ the third derivatives at $t=0$ differ from the exponential one by $6c_p\,g(X_3)$, that is, by $\tfrac12g(X_3)$ for Cayley and $2g(X_3)$ for L\"owdin. At a stationary point $g=0$, and the energies part at fourth order, except along directions with $H(X,X_3)=0$, although the matrices still part at third.

\subsection*{Numbers for C$_2$H$_4$}

The example is planar ethylene with chosen round bond lengths, C--C 1.33 and C--H 1.09 angstrom, and an H--C--C angle of $121^\circ$. The level is restricted Hartree--Fock in the 6-31G basis, which leaves out electron correlation and has a sizeable basis error; the formulas above hold in any basis, but the numbers below belong to 6-31G. In cc-pVTZ the converged energy is $-2124.21$ eV, the $\pi\to\pi^*$ value of $H(X,X)$ below drops from 52.3 to 46.9 eV, and the L\"owdin difference at $t=0.05$ in the unconverged example changes from $-4.8\times10^{-5}$ to $-1.6\times10^{-4}$ eV. The converged energy is $-2122.58$ eV ($-78.0034$ hartree). The numerical check tests the expansions, the angles, the bounds and the energy formulas numerically.

\textbf{Unconverged orbitals.} Take the orbitals from the first diagonalization after PySCF's \texttt{minao} atomic-density guess, 0.417 eV above the converged energy. All numbers of this example depend on that choice; the \texttt{atom} guess, for instance, starts 0.762 eV above. Move along steepest descent, $tX$ with $X=-F_{vo}/\|F_{vo}\|$, so that $t$ is the largest rotation angle in radians. The program gives
\begin{align}
g(X)&=-15.805\ \mathrm{eV}, & H(X,X)&=348.35\ \mathrm{eV},\\
g(X_3)&=10.434\ \mathrm{eV}, & H(X,X_3)&=-230.85\ \mathrm{eV}.
\end{align}
For Cayley at $t=0.02$, equation (\ref{dE}) gives
\begin{equation}
\frac{10.434\,(0.02)^3-230.85\,(0.02)^4}{12}\ \mathrm{eV}
=(6.96-3.08)\times10^{-6}\ \mathrm{eV}=3.88\times10^{-6}\ \mathrm{eV},
\end{equation}
and the directly computed difference is $3.87\times10^{-6}$ eV. The L\"owdin prediction is four times larger, $1.551\times10^{-5}$ eV, against a computed $1.548\times10^{-5}$ eV. Computed values for several steps, in eV, are:
\begin{center}
\begin{tabular}{cccc}
$t$ & $E_E(t)-E(0)$ & $E_C-E_E$ & $E_L-E_E$\\
0.02 & $-0.2464$ & $3.87\times10^{-6}$ & $1.55\times10^{-5}$\\
0.05 & $-0.3536$ & $-1.21\times10^{-5}$ & $-4.84\times10^{-5}$\\
0.10 & $0.1689$ & $-1.07\times10^{-3}$ & $-4.24\times10^{-3}$
\end{tabular}
\end{center}

The difference changes sign. In (\ref{dE}) the cubic and quartic terms cancel at $t=10.434/230.85=0.0452$, close to the best step of the quadratic model, $t=15.805/348.35=0.0454$. The two values of $t$ coincide when $g(X_3)/g(X)=H(X,X_3)/H(X,X)$. This is a single condition on $X$, and two simple cases, among others, satisfy it exactly. If all nonzero rotation angles are equal, $X_3=-\lambda X$ with a number $\lambda>0$, and the other recipes simply take a shorter step along the same line. If $X$ is the full Newton step, defined by $H(X,Y)=-g(Y)$ for every $Y$, the choice $Y=X_3$ makes the two terms of (\ref{dE}) cancel. The steepest-descent direction need not be of either kind. Here $g(X_3)/g(X)=-0.660$ and $H(X,X_3)/H(X,X)=-0.663$; the closeness of these ratios is the closeness of the two values of $t$ restated, and is a property of this example. In the equal-angle case the sign change is easy to picture: a shorter step gains less energy before the minimum along the line and overshoots less beyond it.

This also shows that the cubic term alone can mislead. It dominates only for $t$ well below the cancellation point 0.0452, and near the useful step length the quartic term is equally large and of opposite sign. At $t=0.05$ the recipes differ by at most $5\times10^{-5}$ eV, while the step itself gains 0.35 eV; the difference is this small because of the near-cancellation, the cubic term alone being $4.3\times10^{-4}$ eV for L\"owdin.

\textbf{Converged orbitals.} Now rotate the highest occupied orbital ($\pi$) into the lowest virtual one ($\pi^*$) by $t$. For a single pair $X_3=-X$ at unit angle, so (\ref{dE}) becomes
\begin{equation}
E_p-E_E\approx-c_pH(X,X)\,t^4,\qquad H(X,X)=52.30\ \mathrm{eV}.
\end{equation}
At $t=0.1$ the L\"owdin prediction is $-52.30\times10^{-4}/3=-1.74\times10^{-3}$ eV, and the computed value is $-1.70\times10^{-3}$ eV. At $t=0.2$ the computed value is $-2.55\times10^{-2}$ eV. Doubling the angle thus multiplies the difference by 14.9, near the factor 16 of a fourth-order law and far from the 8 of a third-order one.

The leading term fails for large angles. At $t=0.4$ L\"owdin turns the pair by $\arctan0.4=0.381$ instead of 0.4. The leading term predicts $-0.446$ eV, but the computed difference is $-0.313$ eV, so the prediction is too large in magnitude by 42\% of the computed value. The arctangent accounts for the smaller part of this: the exact angle deficit 0.0195 in place of $t^3/3=0.0213$, multiplied by the slope $H(X,X)\,t$, gives $-0.408$ eV. The rest arises because the energy is no longer quadratic in the angle; the exponential raises it by 3.70 eV at $t=0.4$, against $\tfrac12H(X,X)\,t^2=4.18$ eV.

For your optimizer, this means that the gradient and Hessian at the current orbitals can be shared. Third derivatives cannot be shared away from convergence, and neither can slopes evaluated at a finite $t$ along a line search: those must be derived for the recipe that produces the trial orbitals.

\section*{Values computed for the example and the checks}
\begin{verbatim}
exponential: measured coefficient of K^3 0.16667, of K^4 0.04167
Cayley: measured coefficient of K^3 0.25000, of K^4 0.12500
Lowdin: measured coefficient of K^3 0.50000, of K^4 0.37500
C2H4: C-C 1.33 angstrom, C-H 1.09 angstrom, H-C-C 121 deg
RHF/6-31G: 26 orbitals, 8 doubly occupied
converged energy -2122.5817 eV = -78.003439 hartree
guess-orbital energy above converged 0.41679 eV
A: guess orbitals, steepest descent, t = largest angle (rad)
A: g(X) -15.80547 eV, H(X,X) 348.34885 eV
A: g(X3) 10.43390 eV, H(X,X3) -230.84608 eV
A: quadratic-model best step t = 0.04537 rad
A: cubic and quartic terms equal in size at t = 0.04520 rad
A: t=0.01 exponential energy change -0.140626 eV
   Cayley-exp 6.7687e-07, cubic 8.6949e-07, cubic+quartic 6.7712e-07 eV
   Lowdin-exp 2.7074e-06, cubic 3.4780e-06, cubic+quartic 2.7085e-06 eV
A: t=0.02 exponential energy change -0.246351 eV
   Cayley-exp 3.8706e-06, cubic 6.9559e-06, cubic+quartic 3.8780e-06 eV
   Lowdin-exp 1.5480e-05, cubic 2.7824e-05, cubic+quartic 1.5512e-05 eV
A: t=0.05 exponential energy change -0.353615 eV
   Cayley-exp -1.2137e-05, cubic 1.0869e-04, cubic+quartic -1.1546e-05 eV
   Lowdin-exp -4.8374e-05, cubic 4.3475e-04, cubic+quartic -4.6184e-05 eV
A: t=0.10 exponential energy change 0.168898 eV
   Cayley-exp -1.0659e-03, cubic 8.6949e-04, cubic+quartic -1.0542e-03 eV
   Lowdin-exp -4.2398e-03, cubic 3.4780e-03, cubic+quartic -4.2169e-03 eV
A: t=0.20 exponential energy change 3.833873 eV
   Cayley-exp -2.3733e-02, cubic 6.9559e-03, cubic+quartic -2.3824e-02 eV
   Lowdin-exp -9.3080e-02, cubic 2.7824e-02, cubic+quartic -9.5294e-02 eV
B: converged orbitals, pi rotated into pi*
B: residual norm of F_vo 5.8e-09 eV
B: H(X,X) 52.30133 eV
B: t=0.10 exponential energy change 0.259501 eV
   Cayley angle 0.099917 rad, minus exp -4.2836e-04, quartic -4.3584e-04 eV
   Lowdin angle 0.099669 rad, minus exp -1.7037e-03, quartic -1.7434e-03 eV
B: t=0.20 exponential energy change 1.014356 eV
   Cayley angle 0.199337 rad, minus exp -6.5064e-03, quartic -6.9735e-03 eV
   Lowdin angle 0.197396 rad, minus exp -2.5462e-02, quartic -2.7894e-02 eV
B: t=0.40 exponential energy change 3.702933 eV
   Cayley angle 0.394791 rad, minus exp -8.4495e-02, quartic -1.1158e-01 eV
   Lowdin angle 0.380506 rad, minus exp -3.1330e-01, quartic -4.4630e-01 eV
\end{verbatim}
